# Which hafnia phases allow spontaneous polarization, and along which direction

## Problem

Six crystal structures of hafnia, HfO₂, have the space groups $P2_1/c$, $Pbca$, $P4_2/nmc$, $Pca2_1$, $Pmn2_1$ and $R3m$.

(a) Which of them allow a spontaneous polarization?

(b) Along which crystal direction may it point?

(c) What is this direction in the axes of the parent cubic fluorite structure?

(d) In a $Pca2_1$ cell with edges $a=0.52$, $b=0.50$, $c=0.50$ nm, four of the eight oxygen ions move by 0.05 nm along $-c$, together with smaller sideways shifts. Estimate the polarization with formal charges $+4e$ and $-2e$.

The crystal is a uniform insulating bulk without applied field or strain gradient. Axes are those of the standard settings. Spontaneous polarization means the change of the dipole per cell, measured in fractional coordinates, from undistorted fluorite to the actual structure, followed along a continuous insulating path that keeps every symmetry operation of the actual structure, and converted to a polarization with the cell of the actual structure. Paths that break these operations can add whole quanta in other directions.

## Hints

1. A symmetry operation takes fractional coordinates $x$ to $Wx+t$. Find out what $t$ does to the dipole of a neutral cell.
2. The polarization of a periodic crystal is defined only up to whole quanta. Ask what a continuous path can do to an integer.
3. Multiply the operations named in each space-group symbol and look for $W=-1$.
4. Where inversion is absent, find the vectors that all the remaining $W$ leave unchanged.
5. For (c), write the fluorite atoms in the cell of each phase.

## Solution

### How a symmetry operation acts on the polarization

Let $\mathbf a_k$ be the cell vectors, $\Omega$ the cell volume, and $x_i$ the fractional coordinates of an ion with charge $q_i e$. The reduced polarization $p$ and the polarization are

$$p=\sum_i q_i x_i,\qquad \mathbf P=\frac{e}{\Omega}\sum_k p_k\mathbf a_k .$$

An operation carries ion $i$ to a site occupied by an identical ion $j$, up to a lattice vector with integer components $n_i$, so that $x_j=Wx_i+t+n_i$. Multiply by the charge and sum over the cell:

$$p=Wp+t\sum_i q_i+\sum_i q_i n_i .$$

The second term vanishes because the cell is neutral. Screw axes and glide planes therefore act on the polarization as plain rotations and mirrors. The last term is a vector of integers, so

$$Wp-p=m,\qquad m\ \text{integer}.$$

The same relation holds when the electrons are treated quantum mechanically. The transformed crystal has reduced polarization $Wp$, but it is the same crystal, and the bulk polarization of one insulating crystal is unique up to a quantum $e\mathbf R/\Omega$, with $\mathbf R$ a lattice vector.

Now deform fluorite continuously into the actual phase while keeping all operations of the phase. Along this path $p$ varies continuously, hence so does $m$. An integer that varies continuously is constant. Subtracting the relation at the start from the one at the end gives

$$W\,\Delta p=\Delta p\quad\text{for every operation.}$$

The unknown integers have dropped out. The spontaneous polarization is $(e/\Omega)\sum_k\Delta p_k\mathbf a_k$, taken with the final cell. It is not in general the difference of the two values of $\mathbf P$, because the quantum changes when the cell strains. On the branch $p=(1,0,0)$, going from a cube of edge 0.508 nm to a monoclinic cell with $a=0.512$, $b=0.517$, $c=0.529$ nm and $\beta=99.2^\circ$ changes $\mathbf P$ by $-2.7$ µC/cm² along $a$ although $\Delta p=0$. The two agree on the branch that starts at $p=0$. This matters for centrosymmetric crystals too: there $-2p=m$ permits $p$ to be half an integer, yet the change $\Delta p$ is still zero.

### The path exists

It must be possible to write fluorite in each group's cell. The following operations generate the groups (lattice translations understood), and the listed sites generate all the atoms.

- $P2_1/c$: $(-x,y+\frac12,-z+\frac12)$ and $(-x,-y,-z)$. Hf at $(\frac14,0,\frac14)$; O at $(0,\frac14,\frac12)$ and $(\frac12,\frac34,\frac12)$.
- $Pbca$, with $a$ doubled: $(-x+\frac12,-y,z+\frac12)$, $(-x,y+\frac12,-z+\frac12)$ and $(-x,-y,-z)$. Hf at $(\frac18,0,\frac14)$; O at $(0,\frac14,0)$ and $(\frac14,\frac14,0)$.
- $P4_2/nmc$: $(-y+\frac12,x,z+\frac12)$, $(-x,y+\frac12,-z)$ and $(-x,-y,-z)$. Hf at $(\frac34,\frac14,\frac34)$; O at $(\frac14,\frac14,0)$.
- $Pca2_1$: $(-x,-y,z+\frac12)$ and $(x+\frac12,-y,z)$. Hf at $(0,\frac14,0)$; O at $(\frac14,\frac12,\frac14)$ and $(\frac14,0,\frac14)$.
- $Pmn2_1$: $(-x+\frac12,-y,z+\frac12)$ and $(-x,y,z)$. Hf at $(0,\frac14,0)$; O at $(0,0,\frac12)$ and $(0,\frac12,\frac12)$.
- $R3m$, in cube axes: $(z,x,y)$, $(y,x,z)$ and the face-centring translations. Hf at $(0,0,0)$; O at $(\frac14,\frac14,\frac14)$ and $(\frac34,\frac34,\frac34)$.

Take $Pca2_1$ as the case to follow by hand. Its operations send the Hf site to $(0,\frac34,\frac12)$, $(\frac12,\frac34,0)$ and $(\frac12,\frac14,\frac12)$. Relative to the first Hf these are $(0,\frac12,\frac12)$, $(\frac12,\frac12,0)$ and $(\frac12,0,\frac12)$, a face-centred lattice. The two oxygen sites generate $x=\frac14,\frac34$ and $z=\frac14,\frac34$ in the planes $y=\frac12$ and $y=0$, which is the simple cubic oxygen array of fluorite. A numerical test confirmed the fluorite arrangement for all six lists.

Moving every atom in a straight line from its fluorite site to its final site, in fractional coordinates, keeps the group, since the operations permute both the starting points and the end points in the same way. That the crystal stays insulating on the way is an assumption.

### The allowed vectors

Average the matrices of the $N$ operations:

$$\Pi=\frac1N\sum_W W .$$

Multiplying $\Pi$ by any $W$ of the group only reorders the sum, so $W\Pi=\Pi$, and every vector $\Pi v$ is unchanged by the group. Conversely, if $Wv=v$ for all $W$, then $\Pi v=v$. The allowed polarizations are thus the image of $\Pi$. Averaging $W\Pi=\Pi$ over the group gives $\Pi^2=\Pi$, so $\Pi$ is a projector and its trace counts the independent allowed components.

### Three phases with inversion

The symbols themselves supply the inversion.

- In $P2_1/c$, the screw axis has $W=\mathrm{diag}(-1,1,-1)$ and the glide plane normal to it has $\mathrm{diag}(1,-1,1)$. Their product is $-1$.
- In $Pbca$, three glide planes normal to the three axes give $\mathrm{diag}(-1,1,1)\,\mathrm{diag}(1,-1,1)\,\mathrm{diag}(1,1,-1)=-1$.
- In $P4_2/nmc$, the square of the fourfold screw has $W=\mathrm{diag}(-1,-1,1)$. Multiplied by the $n$ glide normal to $c$, $\mathrm{diag}(1,1,-1)$, it gives $-1$.

With $W=-1$ the condition reads $-\Delta p=\Delta p$, so $\Delta p=0$. These three phases allow no spontaneous polarization.

### Two orthorhombic polar phases

$Pca2_1$ and $Pmn2_1$ differ in their translations but share the same four matrices, those of class $mm2$:

$$\Pi=\tfrac14\left[\mathrm{diag}(1,1,1)+\mathrm{diag}(-1,-1,1)+\mathrm{diag}(-1,1,1)+\mathrm{diag}(1,-1,1)\right]=\mathrm{diag}(0,0,1).$$

One plane reverses $P_x$, the other reverses $P_y$, and nothing reverses $P_z$. Polarization is allowed along $\pm c$. If the axes are relabelled in another setting, the physical line is still the $2_1$ axis.

### The rhombohedral phase

In cube axes, the threefold rotation of $R3m$ permutes the components cyclically, which requires $P_x=P_y=P_z$. The mirrors exchange two components and leave such a vector alone. The six matrices are the six permutations of three objects, each matrix element equals 1 in two of them, and so every element of $\Pi$ is $2/6=1/3$. The trace is 1. Polarization is allowed along the threefold axis, which is $c$ in the hexagonal setting.

### Directions in the fluorite cube

The twelve-atom $Pca2_1$ cell written above has its axes along the cube edges, so its polar line is an edge, $[001]$.

The $Pmn2_1$ cell of hafnia has two formula units, like the tetragonal one. In the site list above its $b$ edge is a cube edge, while its $a$ and $c$ edges are half face diagonals. This orientation is an input about the hafnia phase, which is a distortion of the tetragonal one; the space-group symbol alone would also allow a polar axis along a cube edge. The link to the tetragonal phase can be followed operation by operation. Four operations of $P4_2/nmc$ leave a vector along the tetragonal $a$ axis unchanged:

$$(x,y,z),\quad (x+\tfrac12,-y,-z),\quad (x,-y+\tfrac12,z),\quad (x+\tfrac12,y+\tfrac12,-z).$$

Rename the axes as $X=y-\frac14$, $Y=z$, $Z=x$. Up to lattice translations, the last three become

$$(-X+\tfrac12,-Y,Z+\tfrac12),\quad(-X,Y,Z),\quad(X+\tfrac12,-Y,Z+\tfrac12),$$

which are the operations of $Pmn2_1$ in its standard setting. Its polar axis $Z$ is the tetragonal $a$ axis, and that axis is half a face diagonal of the cube. The polar line is $[110]$.

For $R3m$ the threefold axis is a body diagonal, $[111]$.

The answers to (a)–(c) are therefore:

- $P2_1/c$, $Pbca$, $P4_2/nmc$: none.
- $Pca2_1$: along $\pm c$, a cube edge.
- $Pmn2_1$: along $\pm c$, a face diagonal of the cube.
- $R3m$: along the threefold axis, a body diagonal.

Equivalent cube directions describe other domains. Slight strain of the cell changes the angles a little, but not which symmetry axis is polar.

### Allowed does not mean large or switchable

In the polar phases a whole set of equivalent oxygens can shift along the polar axis without breaking any operation, so a nonzero value is indeed within reach of these atoms. As an independent test, all displacements compatible with each group were constructed: 9 free parameters for $Pca2_1$, 6 for $Pmn2_1$ and 3 for $R3m$. Their dipoles span one line in each case, the line found above. The count for $R3m$ assumes the face-centring translations listed earlier; without them the primitive cell holds four formula units and there are 9 parameters, but the line is the same. For the three centrosymmetric phases, with 9, 9 and 1 parameters, every such displacement has zero dipole.

Symmetry fixes neither the size nor the sign. Inverting a polar structure reverses its polarization at equal energy, but whether a field below breakdown can drive that reversal is a question about barriers.

### The numerical estimate

Let one oxygen of the set at $y=\frac12$ shift by $(0.02,\,0.01,\,-0.05)$ nm. The matrices of $mm2$ give the other three shifts:

$$(-0.02,-0.01,-0.05),\quad(0.02,-0.01,-0.05),\quad(-0.02,0.01,-0.05)\ \text{nm}.$$

The sideways parts cancel and the sum is $-0.200$ nm along $c$. The cell volume is $\Omega=abc=0.130$ nm³, and the quantum along $c$ is $e/(ab)=61.6$ µC/cm². Hence

$$\Delta P_c=\frac{(-2e)(-0.200\ \text{nm})}{abc}=\frac{0.400}{0.50}\,\frac{e}{ab}=0.80\times61.6=49.3\ \text{µC/cm}^2,$$

or 0.493 C/m². The two minus signs, of the charge and of the shift, make the polarization point along $+c$.

The sign depends on the path. Identical oxygens lie $c/2=0.25$ nm apart along $c$. If each one moves up by $0.20$ nm instead, with the sideways shift appropriate to the site it approaches, the final crystal is the same, but

$$\Delta P_c=\frac{-2\times4\times0.20}{0.50}\times61.6\approx-197\ \text{µC/cm}^2 .$$

The two values differ by four quanta. The allowed line is common to both paths; a quoted sign and size need the path to be named.

### What a film shows

An electrode pair senses the component along the film normal. Suppose first that this normal is the cube direction $[001]$. The $Pca2_1$ domains then contribute a fraction 1 or 0 of their polarization, $Pmn2_1$ domains 0.707 or 0, and $R3m$ domains 0.577. With the normal along $[111]$, the fractions are 0.577 for $Pca2_1$, 0.816 or 0 for $Pmn2_1$, and 1 or 0.333 for $R3m$. The example would show $0.577\times49.3\approx28.5$ µC/cm² in a $[111]$ film.

The cell edges and the 0.05 nm shift along $c$ are rough values typical of ferroelectric hafnia, and about 50 µC/cm² is the usual size of calculated values for the $Pca2_1$ phase. The sideways shifts are illustrative only: in real crystals of this structure type they can be as large as the polar shift, but they cancel whatever their size. Polycrystalline films usually show less, roughly 10 to 30 µC/cm². Random grain orientation is one reason: if every grain takes the better of its two senses, the mean of $|\cos\theta|$ over the sphere is $\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\frac12$, which leaves 24.6 µC/cm². Grains of nonpolar phases lower it further.

Other neglected effects, with rough inputs, are these:

- An effective oxygen charge of $-2.5e$ would raise the single-crystal value to 61.6 µC/cm². Its agreement with the quantum is a coincidence of the chosen numbers, $0.80\times2.5/2=1$.
- A shift of the other four oxygens by 0.005 nm along $c$ changes the value by 4.9 µC/cm².
- Warming by 60 K, at 50 µC/(m² K), changes it by 0.30 µC/cm².
- With the polarization along the film normal and no screening charge, the depolarizing field $P/(\varepsilon_0\varepsilon_r)$ with $\varepsilon_r=30$ would be 18.6 MV/cm, far above a rough breakdown field of 4 MV/cm. In this linear estimate a film uniformly polarized along its normal needs compensating charge, for instance on its electrodes.

The nonpolar phases can still be polarized from outside. A field of 1 MV/cm induces $\varepsilon_0(\varepsilon_r-1)E=2.57$ µC/cm², and a strain change of 1% across 10 nm, with a coefficient of 1 nC/m, gives 0.10 µC/cm². Field and gradient both remove the inversion symmetry on which the zero rests, so neither contradicts it. If a strong field turns a nonpolar phase into a polar one that remains after the field is removed, the crystal has a new space group at zero field, and the argument must be applied to that group.

## Variation 1: is the absence of inversion enough?

Consider a crystal of class 222, whose operations are twofold rotations about three perpendicular axes. It has no inversion. The rotation about $x$ has $W=\mathrm{diag}(1,-1,-1)$ and requires $P_y=P_z=0$. The rotation about $y$ has $W=\mathrm{diag}(-1,1,-1)$ and requires $P_x=0$. Nothing is left. A missing inversion centre is necessary for spontaneous polarization but not sufficient; a vector fixed by all operations must exist.

## Variation 2: opposite polar layers in $Pbca$

Give the oxygen at $(\frac14,\frac14,0)$ in the doubled cell a shift with the same components as before, $(0.02,0.01,-0.05)$ nm. The layer of moved oxygens is now normal to $a$, whereas in the $Pca2_1$ example it was normal to $b$; the polar component along $c$ lies in the layer in both cases. Apart from the identity, three operations of $Pbca$ keep it in the layer $x=\frac14$:

$$(-x+\tfrac12,-y,z+\tfrac12),\quad(x,-y+\tfrac12,z+\tfrac12),\quad(-x+\tfrac12,y+\tfrac12,z).$$

None of them reverses $z$, so all four oxygens of this layer move along $-c$. Inversion takes the layer to $x=\frac34$ and reverses every shift. Each half-cell has the volume 0.130 nm³ of the previous example, and assigning each ion's dipole change to its own half gives $+49.3$ and $-49.3$ µC/cm². The cell average is zero. Large local polar shifts are thus compatible with a nonpolar space group; $Pbca$ arranges them in opposite layers.

The numerical output below lists the values used here.

## Computed values

```
Columns: phase; operations per cell; inversion; free displacement
parameters; allowed P components; polar line in cube axes
P2_1/c      4  yes  9  0  None
Pbca        8  yes  9  0  None
P4_2/nmc   16  yes  1  0  None
Pca2_1      4  no   9  1  (0, 0, 1)
Pmn2_1      4  no   6  1  (1, 1, 0)
R3m        24  no   3  1  (1, 1, 1)
Class 222 (no inversion): allowed P components = 0
P4_2/nmc operations keeping a tetragonal a axis: 4 (equal to Pmn2_1: True)
Example cell a, b, c = 0.52, 0.50, 0.50 nm; volume = 0.130 nm^3
Shift of first moved O (x, y, z) = [ 0.02  0.01 -0.05] nm
Shifts of the four moved O atoms (nm):
   -0.020  -0.010  -0.050
   -0.020  +0.010  -0.050
   +0.020  -0.010  -0.050
   +0.020  +0.010  -0.050
Sum of the four shifts = +0.000  +0.000  -0.200 nm
Pca2_1 polarization along +c = 49.3 uC/cm2 = 0.493 C/m^2
Other path: O shift along c = +0.20 nm, P_c = -197.2 uC/cm2
Quantum e/(ab) = 61.6 uC/cm2; path difference = 4 quanta
Pbca half-cells: P_c = +49.3 and -49.3 uC/cm2; cell average = 0.0
Polar phase: number of senses; |cos| with film normal [001]; with [111]
Pca2_1   6;  0.000, 1.000;  0.577
Pmn2_1  12;  0.000, 0.707;  0.000, 0.816
R3m      8;  0.577;  0.333, 1.000
Pca2_1 example, normal component in a [111] film = 28.5 uC/cm2
Neglected effects, rough inputs:
O effective charge -2.5 e instead of -2 e: P = 61.6 uC/cm2
Other four O atoms moving 0.005 nm: change = 4.9 uC/cm2
Random grains, best sense in each: factor 0.500, P = 24.6 uC/cm2
Induced P at 1 MV/cm, eps_r = 30: 2.57 uC/cm2
Strain gradient (1% over 10 nm, 1 nC/m): 0.10 uC/cm2
Warming by 60 K at 50 uC/(m^2 K): 0.30 uC/cm2
Unscreened depolarizing field = 18.6 MV/cm; rough breakdown field = 4 MV/cm
```
